# Oxygen pressure, chemical potential and neutral vacancy abundance in an oxide: verification in Python

```python
# Result under test: at fixed temperature T, changing the O2 partial pressure
# from p1 to p2 shifts the atomic oxygen chemical potential by
#     delta_mu = (1/2) k T ln(p2/p1),
# and dilute neutral oxygen vacancies change by the factor sqrt(p1/p2).
# G_f: free energy to form one vacancy, without configurational entropy.
# x: fraction of oxygen sites vacant. Energies are in eV, pressures in bar.
# The internal molecular partition function depends only on T; its constant
# contribution is absorbed into the removal free energy.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_EV = const.k / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MASS_U = 32.0
MASS = MASS_U * const.atomic_mass
P_HIGH, P_LOW = 1.0, 1.0e-6


def thermal_wavelength(temperature):
    return const.h / np.sqrt(2 * np.pi * MASS * const.k * temperature)


def mu_oxygen(temperature, pressure):
    """Derived ideal-gas formula, translational part, per oxygen atom."""
    wavelength = thermal_wavelength(temperature)
    phase_density = (pressure * const.bar * wavelength**3
                     / (const.k * temperature))
    return 0.5 * K_EV * temperature * np.log(phase_density)


def states_per_molecule(temperature, pressure, molecules=1000):
    """Explicit sum over the levels of a cubic box, divided by N."""
    volume = molecules * const.k * temperature / (pressure * const.bar)
    length = volume ** (1 / 3)
    exponent = const.h**2 / (8 * MASS * length**2 * const.k * temperature)
    highest = int(np.sqrt(40 / exponent)) + 1
    levels = np.arange(1, highest + 1, dtype=float)
    return np.sum(np.exp(-exponent * levels**2)) ** 3 / molecules


def counted_fraction(sites, molecules, z_per_molecule, removal, temperature):
    """Mean vacancy fraction of a closed crystal plus gas.
    Vacancies appear in pairs and every pair adds one O2 to the gas."""
    pair_limit = int(min(sites // 2, 60000))
    pairs = np.arange(pair_limit, dtype=float)
    vacancies = 2 * pairs
    log_ratio = (np.log(sites - vacancies) + np.log(sites - vacancies - 1)
                 - np.log(vacancies + 1) - np.log(vacancies + 2)
                 - 2 * removal / (K_EV * temperature)
                 + np.log(z_per_molecule * molecules)
                 - np.log(molecules + pairs + 1))
    log_weight = np.concatenate(([0.0], np.cumsum(log_ratio)))
    weight = np.exp(log_weight - log_weight.max())
    numbers = 2 * np.arange(pair_limit + 1)
    return np.sum(numbers * weight) / np.sum(weight) / sites


def site_fraction(formation, temperature):
    return 1 / (1 + np.exp(formation / (K_EV * temperature)))


def compare_pressures(temperature, formation_high, sites, molecules):
    """Return formula and counting results at both pressures."""
    removal = formation_high - mu_oxygen(temperature, P_HIGH)
    formula, counted, states = [], [], []
    for pressure in (P_HIGH, P_LOW):
        formation = removal + mu_oxygen(temperature, pressure)
        z_value = states_per_molecule(temperature, pressure)
        formula.append(site_fraction(formation, temperature))
        counted.append(counted_fraction(sites, molecules, z_value,
                                        removal, temperature))
        states.append(z_value)
    # Chemical potential from the free-energy cost of adding a molecule.
    shift = -0.5 * K_EV * temperature * np.log(states[1] / states[0])
    return np.array(formula), np.array(counted), shift


# Main example: dilute neutral vacancies.
T = 1000.0
G_HIGH = 2.50
SITE_DENSITY = 5.0e22
delta_mu = 0.5 * K_EV * T * np.log(P_LOW / P_HIGH)
G_LOW = G_HIGH + delta_mu
x_formula, x_counted, shift_counted = compare_pressures(
    T, G_HIGH, 1.0e14, 1.0e14)
# Box walls change the level sum by a few parts in ten thousand.
assert abs(shift_counted - delta_mu) < 5e-5
assert np.allclose(x_counted, x_formula, rtol=1e-3, atol=0)
ratio_counted = x_counted[1] / x_counted[0]
ratio_law = np.sqrt(P_HIGH / P_LOW)
assert abs(ratio_counted / ratio_law - 1) < 1e-3

# A hotter crystal: the energy shift grows, the abundance ratio does not.
T_HOT = 1500.0
delta_hot = 0.5 * K_EV * T_HOT * np.log(P_LOW / P_HIGH)
hot_formula, hot_counted, hot_shift = compare_pressures(
    T_HOT, G_HIGH, 1.0e10, 1.0e10)
assert abs(hot_shift - delta_hot) < 5e-5
assert np.allclose(hot_counted, hot_formula, rtol=1e-3, atol=0)
hot_ratio = hot_counted[1] / hot_counted[0]
assert abs(hot_ratio / ratio_law - 1) < 1e-3

# Cheap vacancies fill the available sites and break the dilute law.
G_CHEAP = 0.30
cheap_formula, cheap_counted, _ = compare_pressures(
    T, G_CHEAP, 2000, 1.0e9)
assert np.allclose(cheap_counted, cheap_formula, rtol=1e-3, atol=0)
cheap_ratio = cheap_counted[1] / cheap_counted[0]
assert cheap_ratio < 0.1 * ratio_law

# Charged vacancies compensated by electrons. The Fermi level is measured
# from the conduction-band edge; carriers are counted per oxygen site.
GAP, BAND_STATES, IONIZATION = 4.0, 0.01, 0.40


def charged_equilibrium(neutral_fraction):
    thermal = K_EV * T

    def populations(fermi):
        electrons = BAND_STATES * np.exp(fermi / thermal)
        holes = BAND_STATES * np.exp(-(GAP + fermi) / thermal)
        charged = neutral_fraction * np.exp(
            -(IONIZATION + 2 * fermi) / thermal)
        return electrons, holes, charged

    def imbalance(fermi):
        electrons, holes, charged = populations(fermi)
        return np.log(electrons / (holes + 2 * charged))

    fermi = brentq(imbalance, -GAP, 0.0)
    return fermi, populations(fermi)[2]


fermi_high, charged_high = charged_equilibrium(x_formula[0])
fermi_low, charged_low = charged_equilibrium(x_formula[1])
charged_ratio = charged_low / charged_high
total_ratio = ((charged_low + x_formula[1])
               / (charged_high + x_formula[0]))
charged_law = (P_HIGH / P_LOW) ** (1 / 6)
assert charged_high > 100 * x_formula[0]
assert charged_low > 100 * x_formula[1]
assert abs(charged_ratio / charged_law - 1) < 1e-3
assert abs(total_ratio / charged_law - 1) < 1e-3

print(f"Temperature: {T:.0f} K")
print(f"Initial O2 partial pressure: {P_HIGH:.0e} bar")
print(f"Final O2 partial pressure: {P_LOW:.0e} bar")
print(f"Model molecular mass: {MASS_U:.0f} u")
print(f"Boltzmann constant: {K_EV:.6e} eV/K")
print(f"Thermal energy kT: {K_EV*T:.6f} eV")
print(f"ln(final/initial pressure): {np.log(P_LOW/P_HIGH):.5f}")
print(f"O2 chemical-potential shift: {2*delta_mu:.5f} eV")
print(f"O chemical-potential shift, formula: {delta_mu:.5f} eV")
print(f"O chemical-potential shift, level sum: {shift_counted:.5f} eV")
print(f"O chemical-potential shift: {delta_mu/HARTREE_EV:.6f} hartree")
print(f"Magnitude of O shift per decade: {-delta_mu/6:.5f} eV")
print(f"Vacancy factor per pressure decade: {np.sqrt(10):.4f}")
print(f"Formation free energy, initial: {G_HIGH:.5f} eV")
print(f"Formation free energy, final: {G_LOW:.5f} eV")
print(f"Neutral site fraction, initial: {x_formula[0]:.4e}")
print(f"Neutral site fraction, final: {x_formula[1]:.4e}")
print(f"Counted site fraction, initial: {x_counted[0]:.4e}")
print(f"Counted site fraction, final: {x_counted[1]:.4e}")
print(f"Neutral vacancy ratio, dilute law: {ratio_law:.2f}")
print(f"Neutral vacancy ratio, counting: {ratio_counted:.2f}")
print(f"Oxygen site density: {SITE_DENSITY:.2e} cm^-3")
print(f"Vacancy density, initial: {SITE_DENSITY*x_formula[0]:.4e} cm^-3")
print(f"Vacancy density, final: {SITE_DENSITY*x_formula[1]:.4e} cm^-3")
print(f"Hotter case temperature: {T_HOT:.0f} K")
print(f"Hotter case O shift: {delta_hot:.5f} eV")
print(f"Hotter case vacancy ratio, counting: {hot_ratio:.2f}")
print(f"Cheap vacancy initial free energy: {G_CHEAP:.2f} eV")
print(f"Cheap vacancy final free energy: {G_CHEAP+delta_mu:.5f} eV")
print(f"Cheap vacancy initial fraction: {cheap_formula[0]:.5f}")
print(f"Cheap vacancy final fraction: {cheap_formula[1]:.5f}")
print(f"Cheap vacancy ratio, counting: {cheap_ratio:.2f}")
print(f"Charged model band gap: {GAP:.2f} eV")
print(f"Band states per oxygen site, each edge: {BAND_STATES:.3f}")
print(f"Double-ionization cost: {IONIZATION:.2f} eV")
print(f"Fermi level from band edge, initial: {fermi_high:.5f} eV")
print(f"Fermi level from band edge, final: {fermi_low:.5f} eV")
print(f"Charged site fraction, initial: {charged_high:.4e}")
print(f"Charged site fraction, final: {charged_low:.4e}")
print(f"Charged vacancy ratio: {charged_ratio:.4f}")
print(f"Total vacancy ratio, charged model: {total_ratio:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 1000 K
Initial O2 partial pressure: 1e+00 bar
Final O2 partial pressure: 1e-06 bar
Model molecular mass: 32 u
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.086173 eV
ln(final/initial pressure): -13.81551
O2 chemical-potential shift: -1.19053 eV
O chemical-potential shift, formula: -0.59526 eV
O chemical-potential shift, level sum: -0.59528 eV
O chemical-potential shift: -0.021876 hartree
Magnitude of O shift per decade: 0.09921 eV
Vacancy factor per pressure decade: 3.1623
Formation free energy, initial: 2.50000 eV
Formation free energy, final: 1.90474 eV
Neutral site fraction, initial: 2.5151e-13
Neutral site fraction, final: 2.5151e-10
Counted site fraction, initial: 2.5147e-13
Counted site fraction, final: 2.5151e-10
Neutral vacancy ratio, dilute law: 1000.00
Neutral vacancy ratio, counting: 1000.14
Oxygen site density: 5.00e+22 cm^-3
Vacancy density, initial: 1.2575e+10 cm^-3
Vacancy density, final: 1.2575e+13 cm^-3
Hotter case temperature: 1500 K
Hotter case O shift: -0.89290 eV
Hotter case vacancy ratio, counting: 1000.10
Cheap vacancy initial free energy: 0.30 eV
Cheap vacancy final free energy: -0.29526 eV
Cheap vacancy initial fraction: 0.02985
Cheap vacancy final fraction: 0.96852
Cheap vacancy ratio, counting: 32.45
Charged model band gap: 4.00 eV
Band states per oxygen site, each edge: 0.010
Double-ionization cost: 0.40 eV
Fermi level from band edge, initial: -0.81448 eV
Fermi level from band edge, final: -0.61605 eV
Charged site fraction, initial: 3.9282e-07
Charged site fraction, final: 3.9282e-06
Charged vacancy ratio: 10.0000
Total vacancy ratio, charged model: 10.0006
ALL CHECKS PASSED
```
